# Why the Dubinin-Radushkevich equation fails at zero pressure: a numerical check

```python
"""
Result under test: the Dubinin-Radushkevich (DR) isotherm
    W = W0 exp(-(A/E)^2),   A = kT ln(ps/p),
has W/p -> 0 at zero pressure, whereas an equilibrium adsorbed gas has a
finite, positive Henry constant K_H = lim W/p.
Symbols: p pressure, ps saturation pressure, x = ln(ps/p), E characteristic
energy, b = E/kT, theta = W/W0 filling, eps site energy defined by the
half-filling pressure ps exp(-eps/kT), t = eps/E.
Site density in t: 2 t exp(-t^2). Sharp filling of each site gives DR;
Langmuir filling gives the site model, whose Henry constant is J/ps.
Energies are in eV and pressures in Torr. Material inputs are rough values.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, expit

# Rough inputs for toluene in a microporous organosilicate film
T = 298.0             # K
ps = 28.0             # Torr
E = 0.10              # eV
L_vap = 0.39          # eV, heat of vaporization
n_liquid = 5.7        # molecules per nm^3 of filled pore
B_virial = -4.0       # nm^3 per molecule, second virial coefficient
eps_cut = 0.25        # eV, trial upper limit of site energy
w_pair = L_vap / 6    # eV, pair attraction for 12 neighbours in the liquid
kB = const.k / const.e
kT = kB * T
b = E / kT

nodes, weights = np.polynomial.legendre.leggauss(600)
t_nodes = 6.0 * (nodes + 1.0)
site_weights = 6.0 * weights * 2 * t_nodes * np.exp(-t_nodes**2)


def theta_sites(x, b_value=b):
    """Filling of independent Langmuir sites."""
    x = np.asarray(x, dtype=float)
    return expit(b_value * t_nodes - x[..., None]) @ site_weights


def theta_dr(x, b_value=b):
    return np.exp(-(np.asarray(x) / b_value)**2)


def henry_factor(b_value):
    """Closed form of J = ps K_H / W0."""
    return 1 + np.sqrt(np.pi) / 2 * b_value * np.exp(b_value**2 / 4) * (
        1 + erf(b_value / 2))


# DR limit and the maximum of W/p
y = sp.symbols("y", positive=True)
assert sp.limit(sp.exp(y - y**2 / 15), y, sp.oo) == 0
peak = minimize_scalar(lambda x: -np.exp(x) * theta_dr(x),
                       bounds=(0.1, 30), method="bounded",
                       options={"xatol": 1e-9})
x_star = b**2 / 2
p_star = ps * np.exp(-x_star)
assert abs(peak.x - x_star) < 1e-4
assert abs(-peak.fun / np.exp(b**2 / 4) - 1) < 1e-8
h = 1e-4
for x in (2.0, 8.0, 20.0):
    slope = -(np.log(theta_dr(x + h)) - np.log(theta_dr(x - h))) / (2 * h)
    assert abs(slope - 2 * x / b**2) < 1e-7

# Sharp site filling gives DR
for x in (1.0, 4.0, 8.0):
    sharp = quad(lambda t: 2 * t * np.exp(-t**2), x / b, 12)[0]
    assert abs(sharp / theta_dr(x) - 1) < 1e-6

# Finite Henry constant of the same sites, by quadrature and from isotherm
J = henry_factor(b)
J_quad = quad(lambda t: 2 * t * np.exp(-t**2 + b * t), 0, 12,
              epsabs=1e-9, epsrel=1e-10)[0]
assert abs(J_quad / J - 1) < 1e-8
assert abs(theta_sites(35.0) * np.exp(35.0) / J - 1) < 1e-6
quantiles = (np.arange(200000) + 0.5) / 200000
t_sampled = np.sqrt(-np.log(1 - quantiles))
for x in (2.0, 6.0):
    explicit = np.mean(expit(b * t_sampled - x))
    assert abs(explicit / theta_sites(x) - 1) < 1e-4
x_scan = np.linspace(0, 30, 301)
assert np.all(np.diff(theta_sites(x_scan) * np.exp(x_scan)) > 0)

# Complete enumeration of an interacting lattice gas on 3 x 4 sites
M = 12
states = (np.arange(2**M)[:, None] >> np.arange(M)) & 1
count = states.sum(axis=1)
grid = states.reshape(-1, 3, 4)
pairs = ((grid[:, 1:] * grid[:, :-1]).sum(axis=(1, 2))
         + (grid[:, :, 1:] * grid[:, :, :-1]).sum(axis=(1, 2)))


def lattice(x, energies, attraction):
    """Mean and variance of the number of adsorbed molecules."""
    logs = -count * x + (states @ energies + pairs * attraction) / kT
    prob = np.exp(logs - logs.max())
    prob /= prob.sum()
    mean = prob @ count
    return mean, prob @ count**2 - mean**2


uniform = np.full(M, E)
lattice_slopes = []
for x in np.linspace(0, 25, 101):
    mean, variance = lattice(x, uniform, w_pair)
    up = lattice(x + h, uniform, w_pair)[0]
    down = lattice(x - h, uniform, w_pair)[0]
    slope = -(np.log(up) - np.log(down)) / (2 * h)
    assert abs(slope - variance / mean) < 1e-5
    lattice_slopes.append(slope)
slope_max = max(lattice_slopes)
assert 1 < slope_max <= M
assert abs(lattice_slopes[-1] - 1) < 1e-5
lattice_henry = np.exp(uniform / kT).sum()
assert abs(lattice(25.0, uniform, w_pair)[0] * np.exp(25.0)
           / lattice_henry - 1) < 1e-5

# DR fit to the synthetic site-model isotherm
x_fit = np.linspace(np.log(10), np.log(1000), 25)
log_theta = np.log(theta_sites(x_fit))
fit_slope, fit_intercept = np.polyfit(x_fit**2, log_theta, 1)
residual = log_theta - fit_intercept - fit_slope * x_fit**2
R2 = 1 - np.sum(residual**2) / np.sum((log_theta - log_theta.mean())**2)
b_fit = 1 / np.sqrt(-fit_slope)
W0_fit = np.exp(fit_intercept)
p_star_fit = ps * np.exp(-b_fit**2 / 2)
assert R2 > 0.99
p_trace = np.array([1e-6, 1e-9])
x_trace = np.log(ps / p_trace)
trace_sites = theta_sites(x_trace)
trace_fit = W0_fit * theta_dr(x_trace, b_fit)
trace_ratio = trace_sites / trace_fit
assert trace_ratio[0] > 3 and trace_ratio[1] > 100

# Heat above the heat of vaporization, at fixed filling
def excess_heat(isotherm, x):
    """E dx/db at fixed filling, found from two nearby temperatures."""
    target = np.log(isotherm(x, b))
    db = 1e-4 * b
    roots = [brentq(lambda v: np.log(isotherm(v, b + s * db)) - target,
                    x - 2, x + 2, xtol=1e-12) for s in (-1, 1)]
    return E * (roots[1] - roots[0]) / (2 * db)


heat_dr = excess_heat(theta_dr, x_trace[1])
heat_sites = excess_heat(theta_sites, x_trace[1])
mean_eps = E * quad(lambda t: 2 * t**2 * np.exp(-t**2 + b * t),
                    0, 12)[0] / J_quad
assert abs(heat_dr - kT * x_trace[1]) < 1e-6
assert abs(heat_sites - mean_eps) < 1e-5

# Neglected effects: lateral attraction, averaged over site arrangements
site_eps = E * np.sqrt(-np.log(1 - (np.arange(M) + 0.5) / M))
rng = np.random.default_rng(4)
arrangements = [rng.permutation(site_eps) for _ in range(20)]


def lateral_ratio(x):
    attracted = np.mean([lattice(x, e, w_pair)[0] for e in arrangements])
    return attracted / lattice(x, site_eps, 0.0)[0]


lateral_star = lateral_ratio(x_star)
lateral_trace = lateral_ratio(x_trace[0])
assert lateral_star > lateral_trace > 1
assert lateral_trace - 1 < 0.02

# Cutoff of strong sites, vapour non-ideality and temperature error
t_cut = eps_cut / E
J_cut = quad(lambda t: 2 * t * np.exp(-t**2 + b * t), 0, t_cut)[0]
J_cut /= 1 - np.exp(-t_cut**2)
assert 0 < J_cut < J
kT_joule = const.k * T
nonideal = B_virial * 1e-27 * ps * const.torr / kT_joule


def henry_at(temperature):
    ps_T = ps * np.exp(-L_vap / kB * (1 / temperature - 1 / T))
    return henry_factor(E / (kB * temperature)) / ps_T


one_kelvin = henry_at(T + 1) / henry_at(T) - 1
log_derivative = (np.log(henry_at(T + 0.01))
                  - np.log(henry_at(T - 0.01))) / 0.02
assert abs(log_derivative + (L_vap + mean_eps) / (kB * T**2)) < 1e-6

K_H = J / ps
boltzmann_mean = n_liquid * 1e27 * kT_joule * K_H / const.torr

print(f"Temperature (rough input): {T:.0f} K")
print(f"Saturation pressure (rough input): {ps:.0f} Torr")
print(f"Characteristic energy E (rough input): {E:.2f} eV")
print(f"Heat of vaporization (rough input): {L_vap:.2f} eV")
print(f"Filled-pore density (rough input): {n_liquid:.1f} per nm^3")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"b = E/kT: {b:.4f}")
print(f"x at maximum of DR W/p: {x_star:.3f}")
print(f"p* at maximum of DR W/p: {p_star:.5f} Torr")
print(f"p* converted: {p_star * const.torr:.3f} Pa")
print(f"p*/ps: {p_star / ps:.3e}")
print(f"DR maximum of W/(W0 p): {np.exp(b**2 / 4) / ps:.3f} 1/Torr")
print(f"Henry factor J: {J:.2f}")
print(f"Site-model K_H/W0: {K_H:.3f} 1/Torr")
print(f"K_H/W0 converted: {K_H / const.torr:.4f} 1/Pa")
print(f"K_H over DR maximum: {J / np.exp(b**2 / 4):.3f}")
print(f"Mean Boltzmann factor in pore: {boltzmann_mean:.3e}")
print(f"kT ln(mean factor): {kT * np.log(boltzmann_mean):.3f} eV")
for ratio in (0.1, 0.01, 0.001):
    x = -np.log(ratio)
    print(f"p/ps={ratio:g}: theta sites {theta_sites(x):.4f}, "
          f"DR same E {theta_dr(x):.4f}, DR slope {2 * x / b**2:.3f}")
print(f"DR fit window p/ps: {np.exp(-x_fit[-1]):.3f} to "
      f"{np.exp(-x_fit[0]):.3f}")
print(f"DR fit R^2: {R2:.5f}")
print(f"DR fitted E: {b_fit * kT:.4f} eV")
print(f"DR fitted W0 / true W0: {W0_fit:.4f}")
print(f"p* of fitted DR: {p_star_fit:.3e} Torr")
for i, p in enumerate(p_trace):
    print(f"p={p:.0e} Torr: x={x_trace[i]:.3f}, theta sites "
          f"{trace_sites[i]:.3e}")
    print(f"  fitted DR {trace_fit[i]:.3e}, sites/fit "
          f"{trace_ratio[i]:.3e}")
    print(f"  theta/p: sites {trace_sites[i] / p:.3e}, fitted DR "
          f"{trace_fit[i] / p:.3e} 1/Torr")
print(f"DR heat above vaporization at 1e-9 Torr: {heat_dr:.4f} eV")
print(f"Site heat above vaporization at 1e-9 Torr: {heat_sites:.4f} eV")
print(f"Henry-limit mean site energy: {mean_eps:.4f} eV")
print(f"Lattice sites M: {M}; pair attraction: {w_pair:.3f} eV")
print(f"Largest slope, uniform attractive lattice: {slope_max:.3f}")
print(f"Its slope at x=25: {lattice_slopes[-1]:.7f}")
print(f"Lateral uptake factor at p*: {lateral_star:.3f}")
print(f"Lateral uptake factor at 1e-6 Torr: {lateral_trace:.6f}")
print(f"Trial site-energy cutoff: {eps_cut:.2f} eV")
print(f"Fraction of sites above cutoff: {np.exp(-t_cut**2):.5f}")
print(f"K_H with cutoff / without: {J_cut / J:.4f}")
print(f"Second virial coefficient (rough input): {B_virial:.1f} nm^3")
print(f"Vapour non-ideality B ps/kT: {100 * nonideal:.3f} %")
print(f"Change of K_H for +1 K: {100 * one_kelvin:.2f} %")
print("all assertions hold")
```

It prints:

```
Temperature (rough input): 298 K
Saturation pressure (rough input): 28 Torr
Characteristic energy E (rough input): 0.10 eV
Heat of vaporization (rough input): 0.39 eV
Filled-pore density (rough input): 5.7 per nm^3
Thermal energy kT: 0.02568 eV
b = E/kT: 3.8941
x at maximum of DR W/p: 7.582
p* at maximum of DR W/p: 0.01427 Torr
p* converted: 1.902 Pa
p*/ps: 5.095e-04
DR maximum of W/(W0 p): 1.582 1/Torr
Henry factor J: 305.89
Site-model K_H/W0: 10.925 1/Torr
K_H/W0 converted: 0.0819 1/Pa
K_H over DR maximum: 6.904
Mean Boltzmann factor in pore: 1.922e+06
kT ln(mean factor): 0.372 eV
p/ps=0.1: theta sites 0.6650, DR same E 0.7049, DR slope 0.304
p/ps=0.01: theta sites 0.3100, DR same E 0.2470, DR slope 0.607
p/ps=0.001: theta sites 0.0913, DR same E 0.0430, DR slope 0.911
DR fit window p/ps: 0.001 to 0.100
DR fit R^2: 0.99990
DR fitted E: 0.1187 eV
DR fitted W0 / true W0: 0.8422
p* of fitted DR: 6.441e-04 Torr
p=1e-06 Torr: x=17.148, theta sites 1.088e-05
  fitted DR 8.847e-07, sites/fit 1.230e+01
  theta/p: sites 1.088e+01, fitted DR 8.847e-01 1/Torr
p=1e-09 Torr: x=24.055, theta sites 1.092e-08
  fitted DR 1.445e-12, sites/fit 7.562e+03
  theta/p: sites 1.092e+01, fitted DR 1.445e-03 1/Torr
DR heat above vaporization at 1e-9 Torr: 0.6177 eV
Site heat above vaporization at 1e-9 Torr: 0.2203 eV
Henry-limit mean site energy: 0.2203 eV
Lattice sites M: 12; pair attraction: 0.065 eV
Largest slope, uniform attractive lattice: 5.261
Its slope at x=25: 1.0000000
Lateral uptake factor at p*: 4.641
Lateral uptake factor at 1e-6 Torr: 1.000148
Trial site-energy cutoff: 0.25 eV
Fraction of sites above cutoff: 0.00193
K_H with cutoff / without: 0.6776
Second virial coefficient (rough input): -4.0 nm^3
Vapour non-ideality B ps/kT: -0.363 %
Change of K_H for +1 K: -7.64 %
all assertions hold
```
